# Sign change of the cubic current in a parabolic quantum point contact

## What goes wrong without the sign

Suppose the current through a narrow conducting filament is measured at small bias and rises more slowly than Ohm's law predicts. If tunnelling is taken to mean a current that always bends upward, this curve seems to rule out a barrier. The conclusion does not follow. Take a rigid barrier shaped as an inverted parabola, with the bias split equally between its two sides. At small bias it bends the current upward when it transmits less than half of the electrons at zero bias, and downward when it transmits more than half. For such a barrier, a fit that forces the cubic coefficient to be positive fails on half of the range of transmission.

These notes derive the coefficient for an inverted-parabola barrier and find how far its sign rule can be trusted.

## Model and conventions

One transverse mode, with two spin states, passes a constriction. Along the axis its potential energy is

\[
U(x)=\Phi-\tfrac12 m\omega^2x^2 .
\]

The charge \(e\) is positive, and current is counted positive in the direction of net electron flow. The electrochemical potentials of the contacts are \(+eV/2\) on the left and \(-eV/2\) on the right. Energies are measured from their mean, so \(\Phi\) is the height of the barrier top above that mean and may be negative.

Two assumptions enter here. The bias is split equally, and the barrier is rigid: \(\Phi\) and \(\omega\) do not depend on \(V\). Electrons are independent and cross without losing energy. The temperature is zero until stated otherwise.

## Transmission of the parabola

Measure length in \(\sqrt{\hbar/m\omega}\), momentum in \(\sqrt{\hbar m\omega}\) and time in \(1/\omega\). With \(\varepsilon=(E-\Phi)/\hbar\omega\), the stationary equation becomes

\[
H\psi=\varepsilon\psi,\qquad H=\tfrac12(p^2-q^2),\qquad [q,p]=i .
\]

Introduce \(u=(q+p)/\sqrt2\) and \(v=(p-q)/\sqrt2\). Then \([u,v]=\tfrac12([q,p]-[p,q])=i\), and multiplying out gives \(uv+vu=p^2-q^2\). Hence

\[
H=\tfrac12(uv+vu),\qquad \dot u=i[H,u]=u,\qquad \dot v=i[H,v]=-v .
\]

So \(u\) grows as \(e^{t}\) and \(v\) decays as \(e^{-t}\). Since \(q=(u-v)/\sqrt2\), the early position is set by \(-v\) and the late position by \(u\). A particle that comes from the left has \(v>0\). It ends on the right if \(u>0\) and on the left if \(u<0\).

In the \(v\) representation \(u=i\,d/dv\), so \(H=i(v\,d/dv+\tfrac12)\). The solution of energy \(\varepsilon\) that comes from the left is \(v^{-i\varepsilon-1/2}\) for \(v>0\) and zero for \(v<0\). Its amplitude in \(u\) is the Fourier transform

\[
\phi(u)\propto\int_0^\infty v^{-i\varepsilon-1/2}e^{iuv}\,dv .
\]

For \(u>0\) turn the path of integration to \(v=is/u\), and for \(u<0\) to \(v=-is/|u|\), with \(s\) running from 0 to infinity. The exponential becomes \(e^{-s}\) in both cases:

\[
\phi(u)\propto(\pm i)^{1/2-i\varepsilon}\,|u|^{i\varepsilon-1/2}\int_0^\infty s^{-i\varepsilon-1/2}e^{-s}\,ds .
\]

The two sides differ only in the first factor. Because \(\pm i=e^{\pm i\pi/2}\), its modulus is \(e^{\pm\pi\varepsilon/2}\). On each side the functions \(|u|^{i\varepsilon-1/2}\) are plane waves in \(\ln|u|\), with the same normalization, so the squared moduli give the ratio of transmitted to reflected probability at each energy:

\[
\frac{T}{1-T}=\frac{e^{\pi\varepsilon}}{e^{-\pi\varepsilon}}=e^{2\pi\varepsilon}.
\]

Solving for \(T\),

\[
T(E)=\frac{1}{1+e^{-\alpha(E-\Phi)}},\qquad \alpha=\frac{2\pi}{\hbar\omega}.
\]

At zero bias \(T_0=T(0)=1/(1+e^{\alpha\Phi})\). It equals one half when the top lies at the mean electrochemical potential.

## The current

A one-dimensional mode has \(2\,dk/2\pi\) states per unit length, moving at speed \((1/\hbar)\,dE/dk\). The product is \((2/h)\,dE\), so the speed cancels the density of states. At zero temperature only the window between the electrochemical potentials contributes:

\[
I=\frac{2e}{h}\int_{-eV/2}^{eV/2}T(E)\,dE .
\]

An antiderivative of \(T\) is \(\alpha^{-1}\ln(1+e^{\alpha(E-\Phi)})\). With \(G_0=2e^2/h\),

\[
I=\frac{G_0}{\alpha e}\,
\ln\frac{1+e^{\alpha(eV/2-\Phi)}}{1+e^{-\alpha(eV/2+\Phi)}} .
\]

## Expansion to third order

Put \(w=eV/2\) and expand \(T\) about \(E=0\). Odd powers of \(E\) integrate to zero over the symmetric window, which leaves

\[
\int_{-w}^{w}T\,dE=2wT_0+\frac{w^3}{3}T''(0)+\frac{w^5}{60}T''''(0)+\dots
\]

Inserting \(w=eV/2\) and multiplying by \(2e/h\) gives

\[
I=G_0\left[T_0V+\frac{e^2T''(0)}{24}V^3+\frac{e^4T''''(0)}{1920}V^5+\dots\right].
\]

For the derivatives, let \(z=e^{-\alpha(E-\Phi)}\), so that \(T=1/(1+z)\) and \(z'=-\alpha z\). Then

\[
T'=\frac{\alpha z}{(1+z)^2}=\alpha T(1-T),
\]

\[
T''=\alpha(1-2T)T'=\alpha^2T(1-T)(1-2T).
\]

The current to third order is therefore

\[
\boxed{I=G_0T_0V+C\,V^3+O(V^5),\quad
C=\frac{G_0\alpha^2e^2}{24}\,T_0(1-T_0)(1-2T_0)}
\]

For \(0<T_0<1\) every factor except \(1-2T_0\) is positive. Thus \(C\) is positive below \(T_0=\tfrac12\), zero there, and negative above.

The fifth-order term shows how good the truncation is. Write \(g=T(1-T)\), so \(g'=\alpha g(1-2T)\) and \((1-2T)^2=1-4g\). Differentiating \(T''=\alpha^2g(1-2T)\) twice,

\[
T'''=\alpha^3g(1-6g),\qquad
T''''=\alpha^4g(1-2T)(1-12g).
\]

Except at \(\Phi=0\), where all terms beyond the first vanish, the series has a finite range. \(T(E)\) has its nearest poles at \(E=\Phi\pm i\pi/\alpha\), so the series converges for \(eV/2<\sqrt{\Phi^2+\pi^2/\alpha^2}\).

## Reading the coefficient

The cubic term measures the curvature of \(T(E)\) at the centre of the window. Widening the window adds states above and below the centre. Below half transmission \(T(E)\) is convex, so the states above gain more than those below lose. Above half transmission it is concave and the balance is reversed.

**Nearly closed.** If \(e^{\alpha(E-\Phi)}\ll1\) throughout the window, \(T\) is this exponential and

\[
I\simeq G_0e^{-\alpha\Phi}\,\frac{2}{\alpha e}\sinh\frac{\alpha eV}{2}.
\]

Its cubic term relative to its linear term is \(\alpha^2e^2V^2/24\), as the boxed formula gives for \(T_0\to0\).

**Nearly open.** If \(1-T\simeq e^{-\alpha(E-\Phi)}\ll1\) throughout the window, the same integral is subtracted from full transmission:

\[
I\simeq G_0\left[V-e^{\alpha\Phi}\,\frac{2}{\alpha e}\sinh\frac{\alpha eV}{2}\right].
\]

The missing current is superlinear, so the current itself is sublinear.

**Largest bending.** At fixed \(\alpha\), setting the derivative of \(T_0(1-T_0)(1-2T_0)\) to zero gives \(1-6T_0+6T_0^2=0\), or \(T_0=\tfrac12(1\mp1/\sqrt3)\), about 0.21 and 0.79.

**Half transmission.** At \(\Phi=0\) the transmission obeys \(T(E)+T(-E)=1\). Pairing \(E\) with \(-E\) in the window gives \(I=G_0V/2\) at every bias, not just to third order. Within the rigid model this contact is ohmic although half of the electrons are reflected.

## Finite temperature

Let \(f(E)=1/(1+e^{E/k_BT_{\rm K}})\), where \(T_{\rm K}\) is the temperature, and let \(K=-f'\), which is even and falls away from its centre. The thermal window is

\[
f(E-w)-f(E+w)=\int_{-w}^{w}K(E-s)\,ds .
\]

The current keeps its earlier form, with \(T\) replaced by the average \(\bar T(s)=\int T(s+y)K(y)\,dy\). The cubic coefficient is then \(G_0e^2\bar T''(0)/24\). Since \(T''\) is odd about \(\Phi\), fold the integral there:

\[
\bar T''(0)=\int_0^\infty T''(\Phi-u)\,[K(\Phi-u)-K(\Phi+u)]\,du .
\]

Here \(T''(\Phi-u)>0\). If \(\Phi>0\), then \(|\Phi-u|<\Phi+u\), so the bracket is positive; if \(\Phi<0\), it is negative. The sign still changes at \(\Phi=0\), that is at \(T_0=\tfrac12\), at any temperature.

The linear conductance \(G_0\bar T(0)\) also equals \(G_0/2\) there, because \(T(y)+T(-y)=1\) and \(K\) is even. It falls steadily as \(\Phi\) rises, so for a single mode a measured conductance of \(G_0/2\) marks the same point.

## What moves or hides the zero

**Unequal split.** Let a share \(b\) of the bias lie above the energy origin and \(1-b\) below, with the top fixed to that origin. Integrating the Taylor series from \(-(1-b)eV\) to \(beV\) gives

\[
\frac{I}{G_0}=T_0V+\frac{e(2b-1)}{2}T'V^2+\frac{e^2[b^3+(1-b)^3]}{6}T''V^3+\dots
\]

The cubic coefficient keeps its sign, but a quadratic term now appears. The odd part, \([I(V)-I(-V)]/2\), removes it.

**A top lifted by the field.** If the voltage falls evenly over a length \(L\), the potential energy gains \(-Fx\) with \(F=eV/L\). Completing the square leaves the curvature unchanged and raises the top by \(F^2/(2m\omega^2)\). Describe the parabola by a height \(\varphi\) and its full width \(t\) at the foot of that height: \(\varphi=\tfrac12m\omega^2(t/2)^2\), so \(m\omega^2=8\varphi/t^2\). The lift is

\[
\delta\Phi=\frac{e^2V^2}{16E_L},\qquad E_L=\varphi\left(\frac Lt\right)^2 .
\]

Raising \(\Phi\) lowers \(T\) at the rate \(T'\), which adds \(-G_0e^2T'/(16E_L)\) to the cubic coefficient. The sum vanishes when \(\alpha(1-2T_0)/24=1/(16E_L)\), or

\[
1-2T_0=\frac{3}{2\alpha E_L}.
\]

The zero moves below one half. This estimate lets the uniform field act on the whole parabola, so \(L\) must exceed the region that decides the transmission.

**Series resistance.** Let \(G=G_0T_0\), and let the contact, still symmetrically biased, receive \(V_c=V-RI\). From \(I=GV_c+CV_c^3\) follows \(I(1+RG)=GV+CV_c^3\). To lowest order \(V_c=V/(1+RG)\), so the cubic coefficient becomes \(C/(1+RG)^4\). Its sign is unchanged. With an unequal split there is also a quadratic coefficient \(Q\), and the same substitution adds \(-2RQ^2/(1+RG)^5\) to the cubic one. Taking the odd part does not remove this term, which moves the zero below one half. With the values of the worked example below, a 60:40 split and 10 kΩ put it at \(T_0\simeq0.47\).

**Several modes.** Independent modes add their currents. Two equal modes with \(T_0=\tfrac14\) have a total conductance of \(G_0/2\) and a positive cubic coefficient. The rule concerns the transmission of a single mode, not the total conductance.

## Worked example: a filament in an oxide memory cell

Take rough values for an oxygen-vacancy filament in a TiO2 resistive-memory cell: \(\varphi=0.5\) eV, \(t=1\) nm, the free-electron mass and a read bias of 0.2 V. From \(m\omega^2=8\varphi/t^2\), with \(\hbar^2/m=0.0762\) eV nm²,

\[
\hbar\omega=\frac{\sqrt{8(0.5)(0.0762)}}{1}\ \text{eV}=0.552\ \text{eV},
\]

and \(\alpha=2\pi/\hbar\omega=11.38\) eV⁻¹.

Keep this curvature fixed and place the top at \(\Phi=+0.10\) eV. Then \(T_0=1/(1+e^{1.138})=0.243\). With \(G_0=77.48\) µS,

\[
C=\frac{77.48\,(11.38)^2}{24}(0.243)(0.757)(0.515)\simeq39.6\ \mu\text{A/V}^3 .
\]

At 0.2 V the linear term is 3.76 µA and the cubic term is \(39.6\times0.008=0.32\) µA, together 4.08 µA. The closed form gives 4.05 µA. The third-order result is thus 0.6% above the full current, while Ohm's law alone is 7% below it. The fifth-order coefficient, −77 µA/V⁵, contributes −0.025 µA, slightly more than the remaining difference of −0.023 µA; higher orders supply the rest.

The same steps for three positions of the top give, at 0.2 V and zero temperature:

| \(\Phi\) (eV) | \(T_0\) | \(C\) (µA/V³) | Ohmic (µA) | Full (µA) |
|---|---|---|---|---|
| +0.10 | 0.243 | +39.6 | 3.76 | 4.05 |
| 0 | 0.500 | 0 | 7.75 | 7.75 |
| −0.10 | 0.757 | −39.6 | 11.74 | 11.44 |

The first and last full currents add up to \(G_0V=15.50\) µA, because changing the sign of \(\Phi\) exchanges transmission and reflection at mirrored energies.

At 300 K, numerical integration over the thermal window changes the cubic coefficients to ±33.8 µA/V³ and leaves the middle one at zero. The thermal coefficient is the average of the zero-temperature one over barrier tops spread around \(\Phi\) with weight \(K\). At \(T_0=0.243\) the zero-temperature coefficient is close to its maximum of 40.2 µA/V³, so the average mixes in smaller values from both sides and comes out lower.

## The example beside a real cell

The parameters are orders of magnitude for an oxide filament, not fitted values. The free-electron mass is a placeholder: the effective mass in TiO2 depends on crystal form and direction, and can lie below or above it. With the barrier shape and \(\Phi=+0.10\) eV held fixed, tripling the mass lowers \(T_0\) to 0.12 and raises \(C\) to about 102 µA/V³, while a mass of 0.4 raises \(T_0\) to 0.33 and lowers \(C\) to about 13 µA/V³. Between these masses \(C\) thus changes by a factor of about three either way, and its ratio to the linear coefficient by a factor of four to five. The sign rule of the rigid parabola contains no mass, though the corrections to it do.

The assumption most open to doubt is the rigid, symmetric barrier. For the unbounded parabola in a uniform field at zero temperature, the estimate above puts the zero at \(T_0\simeq0.485\) for \(L=3\) nm and at 0.467 for \(L=2\) nm. A 60:40 split at \(\Phi=+0.10\) eV adds a quadratic coefficient of 16.2 µA/V², or 0.65 µA at 0.2 V, about twice the cubic term. The shape matters too. For a barrier proportional to \(\mathrm{sech}^2\), with flat ends, the same top curvature and its top 2 eV above the band bottom, numerical solution of the wave equation puts the zero of \(T''\) at \(T=0.489\). With the top only 0.5 eV above the band bottom, the zero lies near 0.45. If the whole voltage falls evenly over the central 1 nm of the 2 eV barrier, the estimate for a uniform field no longer applies, and the zero of the cubic coefficient moves to about 0.30 at zero temperature. For the 0.5 eV barrier the same drop moves it to about 0.17. For this lower barrier and that drop, a contact with \(T_0=0.2\) bends the current downward, where the rigid parabola predicts upward bending. A longer drop does not by itself make the estimate safe: spread evenly over 3 nm, the voltage puts the zero of the 0.5 eV barrier near 0.39 at zero temperature.

Other corrections are smaller in this example. A square filament 1 nm wide with hard walls has its next two modes, a degenerate pair, \(3\pi^2\hbar^2/(2mw_f^2)=1.13\) eV higher, where \(w_f\) is the width. For \(\Phi=0\) each of them transmits about \(3\times10^{-6}\), or \(6\times10^{-4}\) with the triple mass. This smallness depends strongly on the width. If all modes see the same curvature, a width of 1.5 nm moves the zero of the total cubic coefficient to \(T_0\simeq0.51\) for the lowest mode, or to about 0.97 with the triple mass. At 2 nm and the free-electron mass, each mode of the pair transmits only 0.04 at \(\Phi=0\), yet the total coefficient stays positive up to at least \(T_0=0.9\). A series resistance of 1 kΩ multiplies \(C\) at \(\Phi=+0.10\) eV by 0.93.

If the read bias of 0.2 V falls over 1 nm, the mean field is 2 MV/cm. This is high for an oxide, and vacancies may move under it. If they do, the barrier changes during the sweep and the curve no longer belongs to one \(\Phi\). Reading the side of half transmission from the sign of \(C\) thus requires higher modes whose cubic terms are negligible (a stricter demand than one mode carrying most of the current), electrons that cross without losing energy, a filament that stays unchanged during the sweep, use of the odd part of the current, and a series resistance that is small or corrected for. The transmission must also lie further from one half than the shift caused by the actual barrier shape and voltage drop. As the 1 nm drop shows, that shift can be large, so the sign alone does not settle the side when the shape and the drop are unknown.

Numbers in the example were calculated in double precision.
